# Transport and Quantum Lifetimes for Remote Charges Above a Two-Dimensional Electron Gas, part 1

(Sections cited here and not found follow in the second part.)

## Golden-rule derivation

### The situation

A gated silicon quantum well holds its electrons some tens of nanometres below the surface of the semiconductor. On that surface lies the gate oxide, and the interface between the two traps charge. The electrons never meet these charges, but they feel their electric field, which varies from place to place because the charges sit at random positions.

Two experiments on such a layer give two different scattering times. The mobility measures how long an electron keeps its direction of motion; this is the transport lifetime $\tau_t$. The damping of quantum oscillations in a weak magnetic field is governed by how long an electron stays in one plane-wave state; this is the quantum lifetime $\tau_q$. A collision that turns the electron by a hundredth of a radian ends the plane-wave state but hardly affects the current. Distant charges produce a smooth potential, and a smooth potential turns electrons by small angles, so $\tau_t$ should exceed $\tau_q$. The question is by how much.

The answer derived here is

$$\frac{\tau_t}{\tau_q}\to(2k_Fd)^2 ,$$

where $k_F$ is the Fermi wavevector and $d$ the distance from the charges to the electrons. It holds when $k_Fd\gg1$ and when the gas screens strongly on the scale of $d$, in a sense made precise below.

### Model and conventions

Hartree atomic units are used: $\hbar$, the electron mass, the elementary charge and $4\pi\varepsilon_0$ equal one. The electrons occupy the plane $z=0$, have effective mass $m$ and energy $\varepsilon_k=k^2/2m$, and fill all states up to $k_F$ at zero temperature. With $g$ the product of spin and valley degeneracy, the electron density and the density of states per area are

$$n=\frac{gk_F^2}{4\pi},\qquad \nu=\frac{gm}{2\pi}.$$

Charges of $+1$ lie in the plane $z=d$, with $n_i$ of them per area at independent random positions. All space has the dielectric constant $\kappa$. Scattering is elastic and changes neither spin nor valley. Functions in the plane are expanded as $f(\mathbf r)=\int\frac{d^2q}{(2\pi)^2}f(\mathbf q)e^{i\mathbf q\cdot\mathbf r}$.

### How the gas responds

Let a weak static potential energy $V(\mathbf r)$ act on the electrons. It suffices to follow one wave, $V_qe^{i\mathbf q\cdot\mathbf r}+V_q^*e^{-i\mathbf q\cdot\mathbf r}$. First-order perturbation theory changes the state $e^{i\mathbf k\cdot\mathbf r}$ to

$$e^{i\mathbf k\cdot\mathbf r}+\frac{V_q\,e^{i(\mathbf k+\mathbf q)\cdot\mathbf r}}{\varepsilon_k-\varepsilon_{k+q}}+\frac{V_q^*\,e^{i(\mathbf k-\mathbf q)\cdot\mathbf r}}{\varepsilon_k-\varepsilon_{k-q}} .$$

In the squared modulus, the coefficient of $e^{i\mathbf q\cdot\mathbf r}$ to first order is $V_q$ times the sum of the two inverse denominators. After summing over all occupied $\mathbf k$, the substitution $\mathbf k\to-\mathbf k$ shows that both terms contribute equally. The density change is therefore $\delta n_q=-\Pi(q)V_q$ with

$$\Pi(q)=2g\int_{k<k_F}\frac{d^2k}{(2\pi)^2}\,\frac{1}{\varepsilon_{k+q}-\varepsilon_k}.$$

If $\mathbf k$ and $\mathbf k+\mathbf q$ are both occupied, so is $-\mathbf k-\mathbf q$. Its contribution is opposite to that of $\mathbf k$, and the two cancel. The poles inside the Fermi circle are therefore to be cut out symmetrically, as a principal value (P). Since $\varepsilon_{k+q}-\varepsilon_k=(q^2/2+kq\cos\varphi)/m$,

$$\Pi(q)=\frac{gm}{2\pi^2}\int_0^{k_F}k\,dk\;\mathrm P\!\!\int_0^{2\pi}\frac{d\varphi}{a+b\cos\varphi},\qquad a=\frac{q^2}{2},\quad b=kq .$$

Put $s=\tan(\varphi/2)$, so that $d\varphi=2\,ds/(1+s^2)$ and $\cos\varphi=(1-s^2)/(1+s^2)$. The angular integral becomes

$$\mathrm P\!\!\int_{-\infty}^{\infty}\frac{2\,ds}{(a+b)+(a-b)s^2}.$$

For $a>b$ this is an arctangent integral with the value $2\pi/\sqrt{a^2-b^2}$. For $a<b$ the denominator is $(b-a)(S^2-s^2)$ with $S^2=(a+b)/(b-a)$. The antiderivative of $1/(S^2-s^2)$ is $\frac{1}{2S}\ln\left|\frac{S+s}{S-s}\right|$. It vanishes at both infinities and takes equal values on the two sides of each symmetric cut, so the integral is zero.

The condition $a>b$ means $k<q/2$. If $q\le2k_F$, the radial integral thus ends at $q/2$:

$$\Pi=\frac{gm}{\pi q}\int_0^{q/2}\frac{k\,dk}{\sqrt{q^2/4-k^2}}=\frac{gm}{\pi q}\cdot\frac q2=\frac{gm}{2\pi}=\nu .$$

For $q>2k_F$ it ends at $k_F$, which gives $\Pi/\nu=1-\sqrt{1-4k_F^2/q^2}$, or $0.2546$ at $q=3k_F$. An elastic collision through the angle $\theta$ on the Fermi circle transfers

$$q=2k_F\sin(\theta/2)\le2k_F ,$$

so the constant response $\nu$ covers every collision needed here.

### The screened potential of one charge

The electrons are now assumed to respond to the total electrostatic potential, their own included. This is the random-phase approximation; it omits exchange and correlation in the response.

For one Fourier component, a charge sheet of amplitude $\sigma$ at $z=z_0$ obeys $\phi''-q^2\phi=-(4\pi\sigma/\kappa)\,\delta(z-z_0)$. The decaying solution is $\phi=Ae^{-q|z-z_0|}$. Its slope jumps by $-2qA$, which must equal $-4\pi\sigma/\kappa$, so $A=2\pi\sigma/(\kappa q)$.

Let $\phi_0$ be the total potential at $z=0$ due to one external charge above the origin. An electron has charge $-1$ and potential energy $U=-\phi_0$. The density change is $\delta n=-\nu U=\nu\phi_0$, and its charge is $-\nu\phi_0$. Adding the external and the induced potential gives

$$\phi_0=\frac{2\pi}{\kappa q}\left(e^{-qd}-\nu\phi_0\right).$$

Solved for $\phi_0$, with $U=-\phi_0$, this is

$$|U(q)|=\frac{2\pi e^{-qd}}{\kappa(q+q_s)},\qquad q_s=\frac{2\pi\nu}{\kappa}=\frac{gm}{\kappa}.$$

The factor $e^{-qd}$ limits the important wavevectors to $q\sim1/d$. If $q_sd\gg1$, then $q$ can be dropped beside $q_s$:

$$|U(q)|\to U_0e^{-qd},\qquad U_0=\frac{2\pi}{\kappa q_s}=\frac1\nu=\frac{2\pi}{gm}.$$

This is what strong screening means here. It compares $1/q_s$ with $d$, and it does not require $q_s$ to exceed $2k_F$. The dielectric constant has dropped out: a larger $\kappa$ weakens the field of the charge and the screening by the same factor.

### The rate of leaving a plane-wave state

Charges at $\mathbf R_j$ produce $V(\mathbf q)=U(q)\sum_je^{-i\mathbf q\cdot\mathbf R_j}$. In $|V(\mathbf q)|^2$, the $N$ terms that pair a charge with itself give $N|U|^2$. The terms with two different charges average to zero for $q\neq0$, because the positions are independent and uniform. Correlated positions would leave a remainder there and change both scattering rates.

In an area $\mathcal A$ the matrix element between plane waves is $V(\mathbf q)/\mathcal A$. With $N=n_i\mathcal A$, the golden rule gives the total rate out of the state $\mathbf k$:

$$\frac1{\tau_q}=2\pi n_i\int\frac{d^2k'}{(2\pi)^2}|U(q)|^2\delta(\varepsilon_{k'}-\varepsilon_k).$$

Because $\int k'dk'\,\delta(\varepsilon_{k'}-\varepsilon_k)=m$, and because the angles $\theta$ and $-\theta$ contribute equally,

$$\frac1{\tau_q}=\frac{n_im}{\pi}\int_0^\pi|U(q)|^2\,d\theta .$$

The degeneracy $g$ does not multiply the final states, since spin and valley are kept. The golden rule is the lowest order in the potential, the Born approximation.

### The rate of losing the current

A constant force $F$ along $x$ drives the occupation $f$. Let $w(\alpha)\,d\alpha$ be the rate of scattering through the angle $\alpha$, with $w(\alpha)=w(-\alpha)$. The blocking factors cancel for elastic scattering, since $f(1-f')-f'(1-f)=f-f'$. With $\delta f$ the change of occupation and $v=k/m$, the linear steady-state Boltzmann equation is

$$Fv\cos\theta\,\frac{\partial f_0}{\partial\varepsilon}=-\int d\alpha\,w(\alpha)\,[\delta f(\theta)-\delta f(\theta+\alpha)].$$

Try $\delta f=-\tau_tFv\cos\theta\,\partial f_0/\partial\varepsilon$. In $\cos(\theta+\alpha)=\cos\theta\cos\alpha-\sin\theta\sin\alpha$ the second term is odd in $\alpha$ and integrates to zero. The trial form solves the equation if

$$\frac1{\tau_t}=\int d\alpha\,w(\alpha)(1-\cos\alpha)=\frac{n_im}{\pi}\int_0^\pi|U(q)|^2(1-\cos\theta)\,d\theta .$$

The mean velocity is $F\tau_t\nu v_F^2/(2n)$, where the factor one half is the mean of $\cos^2\theta$ and $v_F=k_F/m$. Since $n=\nu k_F^2/2m=\nu mv_F^2/2$, the mean velocity equals $F\tau_t/m$. The mobility is therefore $\tau_t/m$.

### The limit

Insert $|U|^2=U_0^2e^{-2qd}$. For $k_Fd\gg1$ the exponential restricts the integrals to small angles, where $q\approx k_F\theta$ and $1-\cos\theta\approx\theta^2/2$. The upper limit may then be moved to infinity:

$$\int_0^\infty e^{-2k_Fd\,\theta}d\theta=\frac1{2k_Fd},\qquad \int_0^\infty\frac{\theta^2}{2}e^{-2k_Fd\,\theta}d\theta=\frac12\cdot\frac{2}{(2k_Fd)^3}=\frac1{(2k_Fd)^3}.$$

The common prefactor is $(n_im/\pi)U_0^2=4\pi n_i/(g^2m)$. Hence

$$\frac1{\tau_q}=\frac{2\pi n_i}{g^2m\,k_Fd},\qquad \frac1{\tau_t}=\frac{\pi n_i}{2g^2m\,(k_Fd)^3},\qquad \frac{\tau_t}{\tau_q}=(2k_Fd)^2 .$$

The mean scattering angle, weighted with the scattering rate, is $1/(2k_Fd)$. The ratio is its inverse square, because $1-\cos\theta\approx\theta^2/2$, and in an exponential distribution the mean of $\theta^2/2$ equals the square of the mean angle.

### Corrections at finite distance and finite screening

Keep complete screening but treat the angles without approximation. With $s=\sin(\theta/2)$ and $\zeta=4k_Fd$, one has $d\theta=2\,ds/\sqrt{1-s^2}$, $1-\cos\theta=2s^2$ and $e^{-2qd}=e^{-\zeta s}$. Expanding $1/\sqrt{1-s^2}=1+s^2/2+\dots$ and using $\int_0^\infty s^pe^{-\zeta s}ds=p!/\zeta^{p+1}$ gives

$$\int_0^\pi e^{-2qd}d\theta=\frac2\zeta\left(1+\frac1{\zeta^2}+\dots\right),\qquad
\int_0^\pi e^{-2qd}(1-\cos\theta)\,d\theta=\frac8{\zeta^3}\left(1+\frac6{\zeta^2}+\dots\right).$$

The quotient is $\frac{\zeta^2}{4}(1-5/\zeta^2+\dots)$, that is

$$\frac{\tau_t}{\tau_q}=(2k_Fd)^2-\frac54+\dots$$

Numerical integration gives a difference of $-1.254$ at $k_Fd=20$ and $-1.320$ at $k_Fd=5$.

Now keep small angles but let $a=q_sd$ be finite. The squared potential gains the factor $(1+q/q_s)^{-2}=1-2q/q_s+3q^2/q_s^2-\dots$. The quantum rate averages it with the weight $e^{-2qd}$, for which the means of $q$ and $q^2$ are $1/(2d)$ and $1/(2d^2)$. The transport rate uses the weight $q^2e^{-2qd}$, with means $3/(2d)$ and $3/d^2$. The ratio of lifetimes is therefore multiplied by

$$\frac{1-1/a+3/(2a^2)}{1-3/a+9/a^2}=1+\frac2a-\frac3{2a^2}+\dots$$

Incomplete screening raises the ratio, because it favours long waves and hence small angles. At $k_Fd=2000$, numerical integration gives the ratio divided by $(2k_Fd)^2$ as $1.02$, $1.19$, $2.54$ and $12.9$ for $a=100$, $10$, $1$ and $0.1$. The law fails once $q_sd$ is no longer large. For $a\ll1$ the integral $\int dq\,e^{-2qd}/(q+q_s)^2$ in the quantum rate grows as $1/q_s$, while the transport integral stays finite.

## Straight-path derivation, comparison and example

### What is carried over

Electrons of mass $m$, degeneracy $g$, Fermi wavevector $k_F$ and Fermi velocity $v_F=k_F/m$ lie at distance $d$ from $n_i$ random unit charges per area. The density of states is $\nu=gm/2\pi$ and the screening wavevector is $q_s=gm/\kappa$. For $q_sd\gg1$ one charge gives the potential energy $|U(q)|=U_0e^{-qd}$ with $U_0=1/\nu$. The golden rule and the Boltzmann equation gave $1/\tau_q=2\pi n_i/(g^2mk_Fd)$ and $1/\tau_t=\pi n_i/[2g^2m(k_Fd)^3]$. The same rates are now found by following an electron through the potential in real space.

### The random landscape

Let $V$ be the potential energy with its mean removed. Independent charges add their intensities, so the correlator $C(r)=\langle V(\mathbf r'+\mathbf r)V(\mathbf r')\rangle$ is

$$C(r)=n_iU_0^2\int\frac{d^2q}{(2\pi)^2}e^{-2qd}e^{i\mathbf q\cdot\mathbf r}.$$

To evaluate it, first leave out the factor $q$ of the area element and write $p$ for $2d$. The radial integral is $\int_0^\infty e^{-q(p-ir\cos\varphi)}dq=1/(p-ir\cos\varphi)$. Its imaginary part cancels in the angular average, and what remains is

$$\frac1{2\pi}\int_0^{2\pi}\frac{p\,d\varphi}{p^2+r^2\cos^2\varphi}=\frac1{\sqrt{p^2+r^2}},$$

as the substitution $s=\tan\varphi$ shows. The missing factor $q$ is restored by $-d/dp$, which gives $p/(p^2+r^2)^{3/2}$. With $p=2d$ and the remaining factor $n_iU_0^2/2\pi$,

$$C(r)=W^2\left(1+\frac{r^2}{4d^2}\right)^{-3/2},\qquad W^2=\frac{n_iU_0^2}{8\pi d^2}.$$

The root-mean-square potential is $W$, and the landscape changes over a length of about $2d$. As a test of $W^2$, potentials were summed over 10,000 random arrangements with one charge per area $d^2$. Their variance was $1.004$ times the formula.

The golden rule and the Boltzmann equation have given $\tau_t/\tau_q\to(2k_Fd)^2$ for $k_Fd\gg1$ and $q_sd\gg1$, with corrections, and the correlator of the random potential has been found. It remains to derive the same rates by following an electron along a straight path, to compare the two derivations, and to examine a metal gate, a silicon example and real devices.

Numbers in the example were calculated in double precision.
